# The triangular-lattice bond threshold from star-triangle and duality

## One triangle and one star

Take three sites $A,B,C$ joined by three bonds, each open independently with probability $p$. All three sites are joined if at least two bonds are open. Exactly one given pair is joined if its own bond is open and the other two are closed. Hence

$$T_{\rm all}=p^3+3p^2(1-p),\quad T_{\rm pair}=p(1-p)^2,\quad T_{\rm none}=(1-p)^3 .$$

Now join the same sites through a new centre by three bonds, each open with probability $q$. All sites are joined if all three bonds are open, and one given pair if exactly its two bonds are open:

$$S_{\rm all}=q^3,\quad S_{\rm pair}=q^2(1-q),\quad S_{\rm none}=(1-q)^3+3q(1-q)^2 .$$

Set $q=1-p$. Then $S_{\rm pair}=(1-p)^2p=T_{\rm pair}$ for every $p$. For the other cases,

$$S_{\rm all}-T_{\rm all}=(1-3p+3p^2-p^3)-(3p^2-2p^3)=1-3p+p^3 ,$$

and, because each set of probabilities sums to one, $T_{\rm none}-S_{\rm none}$ has the same value. The star and the triangle cannot be told apart from their corners when

$$f(p)=1-3p+p^3=0 .$$

The limits show that this happens once. At $p=0$ the triangle joins nothing and the star joins everything, so $f(0)=1$. At $p=1$ the roles are exchanged and $f(1)=-1$. Between them $f'(p)=-3(1-p^2)<0$. Call the single root $p_0$.

To find it, put $p=2\sin a$. Since $\sin3a=3\sin a-4\sin^3a$,

$$3p-p^3=6\sin a-8\sin^3a=2\sin3a=1,\qquad \sin 3a=\tfrac12 .$$

The angles $a=10^\circ,\,50^\circ,\,-70^\circ$ give three distinct roots, $0.3473$, $1.5321$ and $-1.8794$. Only the first is a probability:

$$p_0=2\sin(\pi/18)=0.347296 .$$

There, both networks join all corners with probability $0.278066$, none with the same probability, and each single pair with probability $0.147956$.

## From one triangle to the lattice

Every bond of the triangular lattice $T$ belongs to exactly one upward-pointing triangle, so these triangles are independent. Replace each by a star. The sites are now the old sites, with three bonds each, and the new centres, also with three: this is the honeycomb lattice $H$.

How the old sites are connected depends on each triangle only through which of its corners it joins. At $p_0$ this has the same law before and after replacement. Therefore the connections among all old sites have the same joint law in $T$ at $p_0$ and in $H$ at $1-p_0$. An infinite cluster of $H$ contains infinitely many old sites, so

$$T\text{ percolates at }p_0\iff H\text{ percolates at }1-p_0. \tag{1}$$

A patch of three upward triangles tests the replacement in an assembled network. Its outer corners are all joined with probability $0.108402$ in both forms at $p_0$. At $p=0.30$ the values are $0.0652$ for triangles and $0.1664$ for stars.

Equation (1) says nothing yet about a threshold. Let $\theta(p)$ be the probability that the origin lies in an infinite open cluster. Give each bond a uniform random number and open it if the number is below $p$: raising $p$ only adds bonds, so $\theta$ cannot decrease. The threshold $p_c$ is the value below which $\theta=0$ and above which $\theta>0$. It remains to show that $p_0=p_c$.

## Closed bonds as a second network

Put a dual site in each face of $T$ and a dual bond across each bond. The dual lattice is again a honeycomb. Declare a dual bond open when the bond it crosses is closed; the dual of $T$ at $p$ is then $H$ at $1-p$.

In a rhombus, an open left-right path and an open dual bottom-top path would have to cross at a bond both open and closed, which is impossible. If there is no left-right path, follow the edge of the set reached from the left: its bounding bonds are closed, and their duals form a bottom-top path. So exactly one crossing exists. This was tested on 400 random rhombi of $7\times7$ sites at $p_0$: 202 had the open crossing, 198 the dual one, and none had both or neither.

By the same reasoning, a finite dual cluster is surrounded by an open circuit of $T$.

## What lies below the threshold

For a finite set $S$ of sites containing the origin 0, define

$$\phi_p(S)=p\sum_{x\in S,\;y\notin S}P_p(0\leftrightarrow x\text{ inside }S),$$

summed over bonds $xy$. It is the mean number of open exits reached from 0 within $S$. The simplest case is $S=\{0\}$, with $\phi_p=6p$.

**If some $\phi_p(S)<1$, connections decay exponentially.** Let $\pi(n)$ be the probability that 0 is joined to distance $n$, counted in bonds, and choose $\ell$ so that $S$ lies within distance $\ell-1$. Let $C$ be the set joined to 0 inside $S$. On an open path from 0 to distance $k\ell$, let $x$ be the last site in $C$ and $y$ the next site. Then $y\notin S$, since otherwise $y$ would belong to $C$. The set $C$ is fixed by bonds inside $S$ that touch $C$. The bond $xy$ is not among them, and the rest of the path avoids $C$. These three ingredients are independent, and from $y$ the path must still travel at least $(k-1)\ell$. Summing over $C$ and $xy$,

$$\pi(k\ell)\le\phi_p(S)\,\pi((k-1)\ell)\le\phi_p(S)^k .$$

**If no such $S$ exists, percolation follows at any larger $p$.** Let $\theta_n$ be the probability that 0 is joined to the outside of the ball of radius $n$. Give each bond $e$ its own probability $p_e$. Then $\theta_n$ is linear in $p_e$, with slope equal to the probability that $e$ is pivotal, meaning that 0 escapes if $e$ is open and not if it is closed. Pivotality does not depend on the state of $e$ itself, so

$$\frac{d\theta_n}{dp}=\sum_eP(e\text{ pivotal})=\frac1{1-p}\sum_eP(e\text{ pivotal and closed}).$$

Let $S_n$ be the set of sites in the ball not joined to the outside. The bond $e$ is closed and pivotal exactly when $0\in S_n$ and $e=xy$ leaves $S_n$ from a site $x$ joined to 0 inside it: such a bond must be closed, since $x$ is not joined to the outside, and opening it would let 0 escape. The event $S_n=S$ is fixed by bonds with an end outside $S$, so it is independent of connections inside $S$. Hence

$$\frac{d\theta_n}{dp}=\frac{E[\phi_p(S_n);\,0\in S_n]}{p(1-p)}, \tag{2}$$

where the semicolon restricts the average to $0\in S_n$. Formula (2) holds for any finite region. For a region of three mutually adjacent sites it was tested against a numerical derivative at $p=0.1,0.3,0.6$, with agreement within $10^{-7}$.

Let $p_1$ be the supremum of the $p$ for which some $\phi_p(S)<1$; $S=\{0\}$ shows $p_1\ge1/6$. Above $p_1$ every $\phi_p(S)\ge1$, and since $P(0\in S_n)=1-\theta_n$,

$$-\frac{d}{dp}\ln(1-\theta_n)\ge\frac1{p(1-p)}=\frac{d}{dp}\ln\frac p{1-p}.$$

Integrating from $p_1$ and using $1-\theta_n(p_1)\le1$,

$$1-\theta_n(p)\le\frac{p_1(1-p)}{p(1-p_1)},\qquad \theta_n(p)\ge\frac{p-p_1}{p(1-p_1)} .$$

The bound does not depend on $n$, so $\theta(p)>0$ above $p_1$. Below $p_1$ connections decay, because $\phi_p(S)$ increases with $p$. Thus $p_1=p_c$, and decay is exponential everywhere below $p_c$.

## The matching point is not below threshold

Suppose $p_0<p_c$. Then $\pi(n)\le Ke^{-cn}$ at $p_0$, with positive constants $K,c$. If no infinite dual cluster touched a ball of radius $R$, an open circuit would surround the ball. It would meet the positive horizontal axis at some distance $k>R$, and the negative axis too, so the first meeting point would be joined to a site more than $k$ away. The probability of this is at most

$$\sum_{k>R}Ke^{-ck},$$

which is below one for large $R$. Hence $H$ at $1-p_0$ percolates with positive probability. By (1), $T$ percolates at $p_0$, contradicting $p_0<p_c$.

## The matching point is not above threshold

Suppose $p_0>p_c$. Then $T$ percolates at $p_0$ and, by (1), so does its dual. To exclude this, two facts are needed.

**There is one infinite open cluster.** An event unchanged by translations is approximated by one depending on finitely many bonds, which is independent of its distant translate. Its probability therefore satisfies $P=P^2$ and is 0 or 1. So the number $N$ of infinite clusters is constant, and infinite clusters, when possible, exist with probability one.

If $2\le N<\infty$, some ball meets all of them with positive probability. Opening its finitely many bonds merges them, giving $N=1$ with positive probability, a contradiction.

If $N=\infty$, some ball meets three infinite clusters with positive probability. Open all its bonds. The ball is then a junction: removing it leaves at least three infinite branches. Place disjoint copies of the ball on a coarse grid. In a box of side $m$ the mean number of junctions grows as $m^2$.

Shrink each junction to a point, take a spanning forest of the open bonds in the box, and repeatedly delete dead ends not on the box boundary. Each junction keeps at least three branches, since each infinite branch reached the boundary. In a tree with at least one bond, the sum of (degree $-2$) is $-2$, so there are more ends than branching points. All ends lie on the boundary, so the number of junctions is at most of order $m$. This contradicts $m^2$, leaving $N=1$.

**Increasing events are positively correlated.** For one bond, two functions that both fall when it opens satisfy $E[fg]\ge E[f]E[g]$, because their changes have the same sign. Averaging over one bond at a time extends this to many bonds, and a limit to infinitely many.

Now take a large hexagon centred on a site of $T$, with sides numbered in order. Let $A_i$ mean that an infinite open path starts on side $i$ and stays outside. If an infinite cluster meets the hexagon, some $A_i$ occurs. By sixfold symmetry and positive correlation,

$$[1-P(A_1)]^6\le P(\text{no infinite cluster meets the hexagon}).$$

The right side tends to zero as the hexagon grows, so $P(A_i)\to1$. The same holds for dual paths. For a large enough hexagon, open arms from sides 1 and 4 and dual arms from sides 2 and 5 coexist with probability at least $1/2$.

The arms do not use bonds inside the hexagon or on its sides. Closing all those bonds has positive, independent probability. It links the two dual arms into a line that separates the open arms, leaving two infinite open clusters. This contradicts uniqueness. Together with the previous section,

$$p_c(T)=2\sin(\pi/18)=0.347296 .$$

The two arguments also apply away from $p_0$. For $p<p_c(T)$ the dual percolates, and for $p>p_c(T)$ it does not. Hence $p_c(H)=1-p_c(T)=0.652704$.

The proof uses independent bonds of equal probability, planarity and the lattice symmetry. Correlated bonds, or links that pass over one another, break it.

As a finite-size comparison, bonds of a $40\times40$ rhombus were given uniform random numbers and opened in rising order until its left and right sides connected. The last number opened is the smallest $p$ at which the sample is crossed. Its median over 1000 samples was $0.3483\pm0.0009$ (statistical error).

## A film of grains

A film one columnar grain thick has about six neighbours per grain when its boundaries meet in threes. The triangular lattice is its regular model. Let grain boundaries have independent Gaussian barriers $E$, with mean $\bar E=150$ meV and spread $\sigma=30$ meV, and conductances proportional to $e^{-E/kT}$.

Open the boundaries in order of rising barrier. A connected route first spans a large film when the open fraction is $p_c$. With $\Phi$ the normal distribution function and $\Phi^{-1}(p_c)=-0.3926$,

$$E_c=\bar E+\sigma\Phi^{-1}(p_c)=150-30(0.3926)=138.2\ \text{meV}.$$

For $\sigma\gg kT$, boundaries well below $E_c$ conduct exponentially better and those well above it exponentially worse. The leading exponential is therefore $e^{-E_c/kT}$. Relative to a boundary of mean barrier, the critical-path conductance is $e^{0.3926s}$, where $s=\sigma/kT$.

The opposite limit, $s\ll1$, needs another approximation. In a uniform network of conductance $g_m$, current injected at a site divides equally among six bonds. Adding extraction at a neighbour sends one third of the current through their common bond, so the conductance between them is $3g_m$, of which $2g_m$ belongs to the rest of the network. Replacing the bond by $g$ disturbs its voltage in proportion to $(g_m-g)/(g+2g_m)$. Effective-medium theory sets the mean disturbance to zero:

$$\left\langle\frac{g-g_m}{g+2g_m}\right\rangle=0 .$$

With $u=g/g_m-1$, the fraction is $u/(3+u)\simeq u/3-u^2/9$, so $\langle u\rangle\simeq\langle u^2\rangle/3$. For $g=g_0e^{sz}$, with $z$ standard normal, and $g_m=g_0(1+b)$, this reads $s^2/2-b=s^2/3$. Hence $b=s^2/6$: weak disorder enters quadratically, without reference to $p_c$. For bonds that are either open or absent, $g_m\to0$ gives $p-(1-p)/2=0$, or $p=1/3$, near the true threshold but not equal to it.

At 300 K, $kT=25.85$ meV and $s=1.16$, between the limits. Solved networks of $50\times50$ cells give a relative conductance of 1.203, effective-medium theory 1.201, and the critical path 1.577, which is 31% above the network. At 150 K the network gives 1.736 and the critical path 2.487, or 43% above. Changing the sample size and removing the electrodes lowers these network values by up to 2%. The leading exponential does not fix the prefactor, and this cooling does not reduce the error. The exponent moves towards its limit: the logarithm of the network conductance grows at a mean rate of 0.316 per unit $s$ between these two temperatures and 0.376 between $s=3$ and $s=5$, against 0.393 from $p_c$. Sample size and electrodes shift the network rates by about 0.01.

For a mobility, take grains of size $L=100$ nm and effective mass $0.2\,m_e$. Let $n$ be the carrier density in the undepleted grain interior. Thermal emission over a barrier, at small voltage $V$ per boundary, gives

$$J=en\sqrt{\frac{kT}{2\pi m}}\,e^{-E/kT}\frac{eV}{kT}.$$

With mean field $V/L$, the mobility referred to this interior density is

$$\mu=\frac{JL}{enV}=\frac{eL}{\sqrt{2\pi mkT}}\,e^{-E/kT}.$$

The prefactor is 2327 cm²/Vs. The critical path gives $2327\,e^{-138.2/25.85}=11.1$ cm²/Vs, and the solved network 8.5 cm²/Vs.

The mass and permittivity are rough values for indium oxide; the barriers, grain size and mobility inside the grains are assumed for a lightly doped polycrystalline film. The donor density, $2\times10^{17}$ cm$^{-3}$, is far below that of its transparent-conductor form. Free flight over the barrier is a poor assumption here. With relative permittivity 9, depletion extends 26 nm into each grain. With a mobility of 100 cm²/Vs inside the grains, drift and diffusion through the barrier and the grain interior would by themselves limit the mobility to 8.2 cm²/Vs in a one-dimensional estimate. Adding the two resistances in series lowers the critical-path value from 11.1 to 4.7 cm²/Vs. Applied boundary by boundary in a solved network, the same rule gives about 3.5 cm²/Vs. Both are rough values. The series rule overstates the resistance when the free path is comparable with the width of the barrier top, while depletion from the other sides of the grain, left out here, adds resistance. Each effect changes the result by roughly a quarter, in opposite directions, provided the barrier height is pinned along the whole boundary. If instead each boundary holds the uniform charge that gives this barrier in one dimension, that charge is nearly all the carriers of the grain (perimeter over area is $4/L$, and $4\times26/100\approx1$); the barriers then rise far above the assumed values and these estimates fail.

Other corrections at 300 K were estimated one at a time. Tunnelling through the narrow top of the barrier raises emission by about 60%, if the wave equation is solved for a parabolic barrier with depletion on both sides and no scattering. The common thermionic-field exponent, used without its prefactor, gives only 10%. Degeneracy adds about 3%. A second grain layer, with one link between each vertical pair, lowers $E_c$ to about 131 meV, raising the critical-path conductance by about 30%; at 300 K the solved network gains only about 7% per layer. Simulated irregular grain maps 40 grains wide give 136.1 meV, but half or more of this shift comes from long links at the sample edge; without them the value is about 137 meV. For regular samples of that width, 4 µm here, $E_c$ varies by 1.9 meV from sample to sample. Apart from the 60% for tunnelling, the stated sizes of error, and the values 3.5 cm²/Vs, 7% and 137 meV, the values follow from the numerical output.

## Table of computed values

```
roots of the cubic: -1.879385 0.347296 1.532089
p_c triangular = 0.347296
p_c honeycomb = 0.652704
at p_c, all joined: triangle 0.278066, star 0.278066
at p_c, one given pair joined: triangle 0.147956, star 0.147956
at p_c, none joined: triangle 0.278066, star 0.278066
patch corners joined, p_c: triangles 0.108402, stars 0.108402
patch corners joined, p=0.30: triangles 0.065231, stars 0.166356
duality: 400 samples of 7x7 sites, 202 open crossings, 198 dual crossings
simulated threshold, triangular: 0.3483 +- 0.0009 (1000 samples)
simulated threshold, irregular grain map: 0.3214 +- 0.0019 (300 samples)
simulated threshold, two grain layers: 0.2653 +- 0.0010 (300 samples)
simulated lattice side = 40 sites
mean barrier = 150 meV, spread = 30 meV
normal quantile at p_c = -0.3926
critical barrier E_c = 138.2 meV
E_c, irregular grain map = 136.1 meV
E_c, two grain layers = 131.2 meV
sample-to-sample spread of E_c, 40 grains wide = 1.9 meV
T = 300 K: kT = 25.85 meV, spread/kT = 1.160
  conductance / mean-barrier bond: critical path 1.577
  network 1.203 (error 0.3 %), effective medium 1.201
T = 150 K: kT = 12.93 meV, spread/kT = 2.321
  conductance / mean-barrier bond: critical path 2.487
  network 1.736 (error 0.7 %), effective medium 1.741
strong-disorder growth rate: network 0.376, from p_c 0.393
grain size = 100 nm, donors = 2.0e+17 cm^-3
mass = 0.2 m_e, relative permittivity = 9
mobility inside grains = 100 cm2/Vs
emission mobility prefactor, 300 K = 2327 cm2/Vs
mobility, critical path, 300 K = 11.1 cm2/Vs
mobility, network, 300 K = 8.5 cm2/Vs
depletion width on each side = 26.2 nm
drift-diffusion limit at E_c = 8.2 cm2/Vs
critical path with scattering in series = 4.7 cm2/Vs
tunnelling energy E00 = 6.19 meV
tunnelling raises emission by factor 1.105
band density of states, 300 K = 2.24e+18 cm^-3
degeneracy raises emission by factor 1.032
```
